**Image-charge lowering midway between two metal plates**

For an electron midway between ideal grounded plates, the energy lowering is Δ = C ln 2/(εd), where C = e²/(4πε₀), d is the gap and ε is the relative permittivity. For d = 1 nm and ε = 10 the program prints 0.09981 eV. It asserts this result against an explicit image sum and against a sine-mode Green function that uses no images. It also asserts that the distance-ordered sum brings the plates to zero potential while a rearranged sum does not, and that the work done against the image force fixes the factor one half. For plates with Thomas–Fermi screening, the reflection formula is compared with a finite-volume solution at three wavevectors. With a screening length of 0.05 nm, the lowering falls to about 0.043 eV for ε = 10 and is about 0.088 eV for the optical permittivity 6.5. The output also shows that the full position-dependent image energy raises the WKB transmission by a factor of about 2.9, against 1.3 for a uniform lowering by Δ.

## Numerical verification

```python
"""
Result under test: an electron midway between two ideal grounded plates a
distance d apart, in a dielectric of relative permittivity eps, is lowered by
    Delta = C ln(2) / (eps d),   C = e^2/(4 pi eps0)  (C = 1 in atomic units).
W(x) is the image energy at distance x from one plate, u = x/d.
Also tested: the factor one half, the order of the image sum, the form of
W(x), and the response of plates with Thomas-Fermi screening length lam.
Lengths are in nm and energies in eV unless a label says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import digamma, k0

C = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9          # eV nm
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9  # nm

# Inputs: gap and permittivity are given; the others are rough SiC-like values
d, eps = 1.0, 10.0
eps_opt = 6.5
barrier = 1.5
mass, mass_low, mass_high = 0.4, 0.3, 0.6
phonon, plasmon = 0.12, 10.0
lam = 0.05
bias, temperature = 0.1, 300.0


def lowering_mid(permittivity):
    return C * np.log(2) / (permittivity * d)


def induced_shape(u):
    """Induced potential times eps*d for a unit source charge."""
    return 0.5 * (digamma(u) + digamma(1 - u) + 2 * np.euler_gamma)


def image_energy(x, permittivity=eps):
    return 0.5 * C / (permittivity * d) * induced_shape(x / d)


def shell_sum(count):
    n = np.arange(1, count + 1)
    return C / (eps * d) * np.sum(-(-1.0) ** n / n)


delta = lowering_mid(eps)

# Test: explicit image sum, error bounded by the first omitted shell
for count in (10, 101, 20000):
    bound = C / (eps * d * (count + 1))
    assert abs(shell_sum(count) - delta) < bound

# Test: Green function from sine modes that vanish on the plates, no images.
# The bare Coulomb term is removed at a small lateral distance rho (unit d).
rho = 0.005
modes = np.arange(1, 5001)
mode_values = {}
for u in (0.5, 0.3):
    green = 4 * np.sum(np.sin(modes * np.pi * u) ** 2
                       * k0(modes * np.pi * rho))
    mode_values[u] = green - 1 / rho
    assert abs(mode_values[u] - induced_shape(u)) < 2e-4  # O(rho^2) remainder
delta_modes = -0.5 * C / (eps * d) * mode_values[0.5]
assert abs(delta_modes - delta) < 1e-5


# Test: only the distance-ordered sum leaves the plates at zero potential
def potential_from_images(z, lateral, last_odd, last_even, with_source):
    odd = np.arange(1, last_odd + 1, 2)
    even = np.arange(2, last_even + 1, 2)
    total = 1 / np.hypot(z, lateral) if with_source else 0.0
    for shells, charge in ((odd, -1.0), (even, 1.0)):
        for side in (-1, 1):
            total += charge * np.sum(1 / np.hypot(z - side * shells, lateral))
    return total


M = 20000
for lateral in (0.0, 0.7):
    ordered = potential_from_images(0.5, lateral, 2 * M - 1, 2 * M, True)
    skewed = potential_from_images(0.5, lateral, 2 * M - 1, 4 * M, True)
    assert abs(ordered) < 1e-4
    assert abs(skewed - np.log(2)) < 1e-4
skewed_mid = potential_from_images(0.0, 0.0, 2 * M - 1, 4 * M, False)
delta_skewed = -0.5 * C / (eps * d) * skewed_mid
assert abs(delta_skewed - delta) > 0.3 * delta


# Test: factor one half, from work done against the actual image force
def image_force(x):
    n = np.arange(-3000, 3001)
    separation = x - (2 * n * d - x)
    return -C / eps * np.sum(separation / np.abs(separation) ** 3)


start = 0.2 * d
work = -quad(image_force, start, 0.5 * d)[0]
energy_change = image_energy(0.5 * d) - image_energy(start)
assert abs(work - energy_change) < 1e-6
assert abs(work - 2 * energy_change) > 0.5 * abs(work)

# Test: least lowering at the midpoint, and the one-plate limit near a plate
positions = np.linspace(0.02, 0.98, 97) * d
assert np.argmax(image_energy(positions)) == 48
near = 1e-4 * d
assert abs(image_energy(near) / (-C / (4 * eps * near)) - 1) < 1e-3


# Plates with Thomas-Fermi screening: reflection of each in-plane wave
def round_factor(k, permittivity, screening):
    kappa = np.sqrt(k * k + 1 / screening ** 2)
    reflect = (permittivity * k - kappa) / (permittivity * k + kappa)
    return reflect * np.exp(-k * d)


def lowering_screened(permittivity, screening):
    def integrand(k):
        q = round_factor(k, permittivity, screening)
        return q / (1 - q)
    value = quad(integrand, 0, 50 / d, limit=300, epsabs=1e-11)[0]
    return -C / permittivity * value


assert abs(lowering_screened(eps, 1e-7) - delta) < 1e-5


# Test: the reflection formula against a finite-volume solution across metal,
# dielectric and metal, with the source in the central cell
def potential_on_grid(k):
    gap_cells, metal_cells = 1001, 700
    h = d / gap_cells
    total = gap_cells + 2 * metal_cells
    cell = np.arange(total)
    metal = (cell < metal_cells) | (cell >= metal_cells + gap_cells)
    local_eps = np.where(metal, 1.0, eps)
    face = 2 * local_eps[1:] * local_eps[:-1] / (local_eps[1:] + local_eps[:-1])
    diagonal = h * (local_eps * k * k + np.where(metal, 1 / lam ** 2, 0.0))
    diagonal[1:] += face / h
    diagonal[:-1] += face / h
    diagonal[0] += 2 / h
    diagonal[-1] += 2 / h
    bands = np.zeros((3, total))
    bands[0, 1:] = -face / h
    bands[1] = diagonal
    bands[2, :-1] = -face / h
    source = np.zeros(total)
    source[total // 2] = 4 * np.pi
    return solve_banded((1, 1), bands, source)[total // 2]


for k in (0.5, 1.0, 3.0):
    q = round_factor(k, eps, lam)
    formula = 2 * np.pi / (eps * k) * (1 + q) / (1 - q)
    assert abs(potential_on_grid(k) / formula - 1) < 1e-3

screened_static = lowering_screened(eps, lam)
screened_optical = lowering_screened(eps_opt, lam)
assert 0 < screened_static < delta
assert 0 < screened_optical < lowering_mid(eps_opt)


# Tunnelling exponents at the Fermi level
def decay_rate(energy, m=mass):
    return np.sqrt(2 * m * sc.m_e * energy * sc.e) / sc.hbar * 1e-9


exponent_bare = 2 * d * decay_rate(barrier)
exponent_uniform = 2 * d * decay_rate(barrier - delta)
turning = brentq(lambda x: barrier + image_energy(x), 1e-5, 0.5 * d)
exponent_full = 4 * quad(
    lambda x: decay_rate(max(barrier + image_energy(x), 0.0)),
    turning, 0.5 * d, limit=300)[0]
cells = 200000
mid_cells = (np.arange(cells) + 0.5) * d / cells
height = np.maximum(barrier + image_energy(mid_cells), 0.0)
assert abs(2 * d * np.mean(decay_rate(height)) - exponent_full) < 1e-4
assert exponent_full < exponent_uniform < exponent_bare

# Response times: lattice too slow, metal electrons fast enough
speed = sc.hbar * decay_rate(barrier) * 1e9 / (mass * sc.m_e)
transit = d * 1e-9 / speed
phonon_phase = phonon * sc.e / sc.hbar * transit
plasmon_phase = plasmon * sc.e / sc.hbar * transit
assert phonon_phase < 0.5 and plasmon_phase > 5

thermal = sc.k * temperature / sc.e
thermal_exponent = (barrier - delta) / thermal
assert thermal_exponent > exponent_bare


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Gap d", d, "nm", 1)
show("Relative permittivity", eps, "", 1)
show("e^2/(4 pi eps0)", C, "eV nm", 5)
show("Gap in atomic units", d / BOHR, "bohr", 4)
for count in (1, 2, 3, 4, 10, 100):
    show(f"Lowering, images to shell {count}", shell_sum(count), "eV")
show("Midpoint lowering, formula", delta, "eV", 5)
show("Midpoint lowering, sine modes", delta_modes, "eV", 5)
show("Midpoint lowering", delta / HARTREE, "hartree", 6)
show("Wrong: factor one half omitted", 2 * delta, "eV")
show("Wrong: two even shells per odd", delta_skewed, "eV")
show("Two plates treated independently", C / (eps * d), "eV")
for x in (0.1, 0.2, 0.3):
    show(f"Lowering at x = {x} nm", -image_energy(x), "eV")
show("Work from x = 0.2 nm to midpoint", work, "eV", 5)
show("Change of W over same path", energy_change, "eV", 5)
show("Rough barrier height", barrier, "eV", 2)
show("Rough effective mass", mass, "electron masses", 2)
show("Barrier at midpoint with images", barrier - delta, "eV")
show("Exponent, no images", exponent_bare, "", 3)
show("Exponent, uniform lowering", exponent_uniform, "", 3)
show("Exponent, full W(x)", exponent_full, "", 3)
show("Turning point from plate", turning, "nm", 4)
show("Transmission gain, uniform", np.exp(exponent_bare - exponent_uniform),
     "times", 2)
show("Transmission gain, full W(x)", np.exp(exponent_bare - exponent_full),
     "times", 2)
show("Rough phonon energy", phonon, "eV", 2)
show("Rough metal plasmon energy", plasmon, "eV", 1)
show("Barrier traversal time", transit * 1e15, "fs", 3)
show("Phonon frequency times time", phonon_phase, "rad", 3)
show("Plasmon frequency times time", plasmon_phase, "rad", 2)
show("Rough optical permittivity", eps_opt, "", 1)
show("Ideal plates, optical permittivity", lowering_mid(eps_opt), "eV")
show("Rough metal screening length", lam, "nm", 2)
show("Permittivity 10 times that length", eps * lam, "nm", 2)
show("Screened plates, permittivity 10", screened_static, "eV")
show("Screened plates, optical permittivity", screened_optical, "eV")
show("Bias for tilt estimate", bias, "V", 2)
show("Field at that bias", bias / d * 10, "MV/cm", 2)
show("Midpoint tilt at that bias", bias / 2, "eV", 3)
show("Exponent, no images, mass 0.3",
     2 * d * decay_rate(barrier, mass_low), "", 3)
show("Exponent, no images, mass 0.6",
     2 * d * decay_rate(barrier, mass_high), "", 3)
show("Temperature", temperature, "K", 0)
show("Thermal energy", thermal, "eV", 5)
show("Thermal emission exponent", thermal_exponent, "", 2)
print("finished without a failed check")
```

Printed output:

```
Gap d: 1.0 nm
Relative permittivity: 10.0
e^2/(4 pi eps0): 1.43996 eV nm
Gap in atomic units: 18.8973 bohr
Lowering, images to shell 1: 0.1440 eV
Lowering, images to shell 2: 0.0720 eV
Lowering, images to shell 3: 0.1200 eV
Lowering, images to shell 4: 0.0840 eV
Lowering, images to shell 10: 0.0930 eV
Lowering, images to shell 100: 0.0991 eV
Midpoint lowering, formula: 0.09981 eV
Midpoint lowering, sine modes: 0.09981 eV
Midpoint lowering: 0.003668 hartree
Wrong: factor one half omitted: 0.1996 eV
Wrong: two even shells per odd: 0.0499 eV
Two plates treated independently: 0.1440 eV
Lowering at x = 0.1 nm: 0.3609 eV
Lowering at x = 0.2 nm: 0.1836 eV
Lowering at x = 0.3 nm: 0.1284 eV
Work from x = 0.2 nm to midpoint: 0.08377 eV
Change of W over same path: 0.08377 eV
Rough barrier height: 1.50 eV
Rough effective mass: 0.40 electron masses
Barrier at midpoint with images: 1.4002 eV
Exponent, no images: 7.937
Exponent, uniform lowering: 7.668
Exponent, full W(x): 6.883
Turning point from plate: 0.0240 nm
Transmission gain, uniform: 1.31 times
Transmission gain, full W(x): 2.87 times
Rough phonon energy: 0.12 eV
Rough metal plasmon energy: 10.0 eV
Barrier traversal time: 0.871 fs
Phonon frequency times time: 0.159 rad
Plasmon frequency times time: 13.23 rad
Rough optical permittivity: 6.5
Ideal plates, optical permittivity: 0.1536 eV
Rough metal screening length: 0.05 nm
Permittivity 10 times that length: 0.50 nm
Screened plates, permittivity 10: 0.0426 eV
Screened plates, optical permittivity: 0.0879 eV
Bias for tilt estimate: 0.10 V
Field at that bias: 1.00 MV/cm
Midpoint tilt at that bias: 0.050 eV
Exponent, no images, mass 0.3: 6.873
Exponent, no images, mass 0.6: 9.721
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal emission exponent: 54.16
finished without a failed check
```
